# Why a metal gate gives channel charges an inverse-cube Coulomb tail

**Question.** A fixed charge sits in a semiconductor channel that holds no mobile electrons. Without a gate, its potential along the channel falls as \(1/r\). With a grounded metal gate a few nanometres away, it falls as \(1/r^3\) at large distance. What does the screening, and why is the power three?

**Answer.** The screening electrons are in the metal. The charge \(q\) draws an opposite charge onto the gate surface, and from far away the two together look like a dipole standing upright on the gate. An observer in the channel sees this dipole almost from its side, where its potential is weak.

Throughout, \(\phi\) is the change of static potential caused by \(q\). Because the gate is held at a fixed potential, \(\phi=0\) on it, whatever its bias. The gate is taken as wide compared with \(r\), with no second conductor near by. The algebra uses atomic units in Gaussian form (\(e=1\)).

**The mechanism in a uniform dielectric**

Let the metal surface be the plane \(z=0\) and let \(q\) sit at height \(d\) in a medium of permittivity \(\epsilon\). An image charge \(-q\) at height \(-d\) makes the potential vanish on the plane:

\[
\phi=\frac q\epsilon\left[\frac1{\sqrt{r^2+(z-d)^2}}-\frac1{\sqrt{r^2+(z+d)^2}}\right].
\]

The real screening charge lies on the metal surface. Its density is \(\sigma=-(\epsilon/4\pi)\,\partial\phi/\partial z\) at \(z=0\). Each term in the bracket contributes \(d/(r^2+d^2)^{3/2}\) to the derivative, so

\[
\sigma(r)=-\frac{q\,d}{2\pi(r^2+d^2)^{3/2}},\qquad
\int_0^\infty\sigma\,2\pi r\,dr=-q\,d\cdot\frac1d=-q .
\]

The gate therefore supplies the whole opposite charge, which removes the \(1/r\) term. At the height of the charge, \(z=d\), expansion in \(d/r\) gives

\[
\phi=\frac q{\epsilon r}\left[1-\left(1+\frac{4d^2}{r^2}\right)^{-1/2}\right]
=\frac{2qd^2}{\epsilon r^3}\left(1-\frac{3d^2}{r^2}+\dots\right).
\]

The charge and its image form a dipole \(p=2qd\) normal to the gate. A dipole potential is \(p\cos\theta/(\epsilon r^2)\), with \(\theta\) measured from the normal. In the channel \(\cos\theta\approx d/r\), and this factor turns the inverse square into an inverse cube. One factor \(d\) is the height of the source, the other the height of the observer.

**The formula for a channel under an oxide**

Now let the semiconductor (\(\epsilon_s\)) fill \(z>0\), the oxide (\(\epsilon_{ox}\)) fill \(-t<z<0\), and the gate lie at \(z=-t\). The charge is at depth \(z_0\). A Fourier transform along the plane, with wave number \(k\), turns Poisson's equation into

\[
\frac{d}{dz}\left(\epsilon\frac{d\phi}{dz}\right)-\epsilon k^2\phi=-4\pi q\,\delta(z-z_0).
\]

In the semiconductor the solution is a direct part plus a reflected part,

\[
\phi(k,z)=\frac{2\pi q}{\epsilon_s k}\left[e^{-k|z-z_0|}+R\,e^{-k(z+z_0)}\right].
\]

The slope of the direct part jumps by \(-2k\cdot2\pi q/(\epsilon_sk)=-4\pi q/\epsilon_s\), as the source requires. In the oxide \(\phi=A\sinh k(z+t)\), which vanishes on the gate. With \(C=(2\pi q/\epsilon_sk)e^{-kz_0}\), continuity of \(\phi\) and of \(\epsilon\,d\phi/dz\) at \(z=0\) gives

\[
C(1+R)=A\sinh kt,\qquad \epsilon_sC(1-R)=\epsilon_{ox}A\cosh kt .
\]

Dividing the second equation by the first and solving for \(R\),

\[
R=\frac{\epsilon_s\tanh kt-\epsilon_{ox}}{\epsilon_s\tanh kt+\epsilon_{ox}} .
\]

Large distances correspond to small \(k\). Define \(a=\epsilon_st/\epsilon_{ox}\), the oxide thickness expressed as an equivalent thickness of semiconductor. Since \(\tanh kt=kt+O(k^3)\),

\[
R=-\frac{1-ak}{1+ak}+O(k^3)=-1+2ak-2a^2k^2+O(k^3).
\]

Multiply by \(e^{-2kz_0}=1-2kz_0+2k^2z_0^2+\dots\) and collect powers:

\[
1+R\,e^{-2kz_0}=2k(a+z_0)-2k^2(a+z_0)^2+O(k^3).
\]

With the electrical height \(L=z_0+a\), the potential at the depth of the charge is

\[
\phi(k)=\frac{4\pi q}{\epsilon_s}\left[L-L^2k+O(k^2)\right].
\]

A net charge would leave a term in \(1/k\), and there is none. To return to real space, use the transform pair contained in the direct part above:

\[
\frac{2\pi}{k}e^{-kh}\;\leftrightarrow\;\frac1{\sqrt{r^2+h^2}} .
\]

Each derivative with respect to \(h\) multiplies the left side by \(-k\). One derivative followed by \(h\to0\) shows that a constant gives nothing at \(r>0\). Two derivatives give

\[
2\pi k\,e^{-kh}\;\leftrightarrow\;\frac{2h^2-r^2}{(r^2+h^2)^{5/2}}\;\to\;-\frac1{r^3}.
\]

Hence \(-k\leftrightarrow1/(2\pi r^3)\). The \(k^2\) term needs a third derivative, which is odd in \(h\) and vanishes as \(h\to0\). The tail is therefore

\[
\boxed{\;\phi(r)\to\frac{2qL^2}{\epsilon_sr^3},\qquad L=z_0+\frac{\epsilon_s}{\epsilon_{ox}}t\;}
\]

If the observer is at another depth \(z\), with \(L'=z+a\), the same expansion gives

\[
\phi(k,z)=\frac{4\pi q}{\epsilon_s}\left[L_<-LL'k+\dots\right],
\]

where \(L_<\) is the smaller height. The \(k\) term comes from \(\tfrac12[(L'-L)^2-(L'+L)^2]=-2LL'\). The tail becomes \(2qLL'/(\epsilon_sr^3)\): it grows linearly with the observer's height, as for an upright dipole.

**Taking the gate away, or adding a second one**

If the gate recedes, \(t\to\infty\) and \(\tanh kt\to1\), so \(R\to\beta=(\epsilon_s-\epsilon_{ox})/(\epsilon_s+\epsilon_{ox})\). Then

\[
\phi=\frac q{\epsilon_s}\left[\frac1r+\frac\beta{\sqrt{r^2+4z_0^2}}\right]\to\frac{2q}{(\epsilon_s+\epsilon_{ox})\,r}.
\]

The dielectrics set the strength of the Coulomb tail (weaker than in vacuum, but 1.5 times stronger than in bulk semiconductor for \(\epsilon_s=3\epsilon_{ox}\)) and leave its power at one. The metal changes the power.

A second grounded plane changes the law again. In a uniform medium between planes a gap \(D\) apart, the potential is a sum of modes \(\sin(n\pi z/D)\). The lateral part \(f_n\) of each obeys \(\nabla^2f_n=(n\pi/D)^2f_n\) away from the charge. The slowest mode, \(n=1\), falls as \(e^{-\pi r/D}/\sqrt r\), so no power-law tail survives.

**What mobile electrons would add**

Let a thin sheet of \(n\) nondegenerate electrons per area lie at electrical height \(L_n\ge L\). In linear response a potential \(\phi\) changes its charge density by \(-\chi\phi\), with \(\chi=n/k_BT\). Write \(G_{00}\), \(G_{0n}\) and \(G_{nn}\) for the gated potentials per unit charge between the depths of the charge (0) and the sheet (n). The potential at the sheet is \(\phi_n=qG_{0n}-\chi G_{nn}\phi_n\). Solving for \(\phi_n\) and adding the sheet's effect at the depth of the charge,

\[
\frac{\phi}{q}=G_{00}-\frac{\chi G_{0n}^2}{1+\chi G_{nn}} .
\]

With \(A_0=4\pi L/\epsilon_s\), the small-\(k\) forms are \(G_{00}=A_0(1-Lk)\), \(G_{0n}=A_0(1-L_nk)\) and \(G_{nn}=(4\pi L_n/\epsilon_s)(1-L_nk)\). Define \(\eta=4\pi L_nn/(\epsilon_sk_BT)\), so that \(\chi A_0L_n=\eta L\). The coefficient of \(k\) is then

\[
-A_0L\left[1-\frac{2\eta}{1+\eta}+\frac{\eta^2}{(1+\eta)^2}\right]=-\frac{A_0L}{(1+\eta)^2}.
\]

In this model mobile electrons divide the tail by \((1+\eta)^2\) and leave its power unchanged. An empty channel is the case \(\eta=0\).

**The number for a silicon transistor**

Take a long-channel silicon transistor below threshold at 300 K, with rough typical permittivities \(\epsilon_s=11.7\) and \(\epsilon_{ox}=3.9\). The oxide is 2.0 nm of silicon dioxide, and a negatively charged acceptor lies 2.0 nm deep. Then

\[
L=2.0+\frac{11.7}{3.9}\times2.0=8.0\ \text{nm}.
\]

The unit of charge squared becomes 1.440 eV nm, so the repulsion energy of an electron at the same depth tends to

\[
U(r)\to\frac{2\times1.440\times8.0^2}{11.7\,r^3}\approx\frac{16\ \text{eV nm}^3}{r^3},
\]

or about 4000 hartree bohr³ over \(r^3\). The full solution of the layered model gives:

| \(r\) (nm) | \(U\), gate (eV) | \(U\), no gate (eV) | local power, gate |
|---|---|---|---|
| 5 | 1.85e-2 | 3.42e-2 | −1.46 |
| 20 | 1.26e-3 | 9.17e-3 | −2.41 |
| 50 | 1.13e-4 | 3.69e-3 | −2.81 |
| 100 | 1.53e-5 | 1.85e-3 | −2.94 |
| 200 | 1.95e-6 | 9.23e-4 | −2.98 |

The cube law is a far-field law. The full result comes to within 10 percent of the cube-law value only beyond 52 nm, about \(6.5L\). The no-gate column is the limit \(t\to\infty\), with oxide filling the whole gate side and no substrate. Compared with that case, the gate reduces the energy at 100 nm about 120 times, to about 0.0006 of the thermal energy, 0.0259 eV.

The charge balance can be read from a direct numerical solution of the layered Poisson equation. Extrapolated to \(k=0\), the gate carries \(-0.9996\,q\), with no mobile charge anywhere in the semiconductor. The exact value in this model is \(-q\); the difference is extrapolation and mesh error. A conducting substrate about 720 nm down would take about 1 percent of this charge.

**How far a real device departs from this**

The example assumes light doping of \(10^{15}\) cm⁻³, a surface potential of 0.40 V and a gate 1000 nm long. Modern logic transistors have far shorter gates, and where the gate also wraps around the channel, the model of a single plane does not apply. For this stack, a charge at mid-gate needs more than 52 nm of gate on each side before the potential comes that close to the cube law. A gate of a few tens of nanometres leaves no room for it.

In the long device, treat source and drain as grounded walls 500 nm from the charge. Their nearest images are 900 and 1100 nm from a point at \(r=100\) nm, and if the cube law held out to them they would change the tail there by \(-(100/900)^3-(100/1100)^3=-0.2\) percent. The substrate cuts the potential at those distances and reduces this to about −0.1 percent. In the one-dimensional depletion estimate the undepleted substrate begins about 720 nm down. At this doping the source and drain depletion regions are themselves about 1 µm wide, so the device is only marginally long: at mid-gate they push the substrate edge roughly 100 to 300 nm deeper and weaken the surface field, for junctions 50 to 200 nm deep. Modelled as a sharp grounded plane, it changes \(U\) at 100 nm by another −0.2 percent, but it ends the power law once \(r\) becomes comparable with that depth.

The gate metal is a larger uncertainty. If the field enters it by a rough 0.05 nm, this acts as a vacuum layer of that thickness and adds \(11.7\times0.05=0.6\) nm to \(L\), which raises the tail by 15 percent. This is an estimate of size; the sign at a real metal–oxide contact is not settled by it.

The channel is also never perfectly empty. At 300 K the estimated electron density is \(1.2\times10^6\) cm⁻², or about 0.0004 electrons on average within 100 nm of the acceptor, and in this one-dimensional estimate they weaken the tail by less than 0.01 percent. The weaker mid-gate field caused by source and drain raises this to about 0.01 to 0.02 percent. At 400 K a surface potential of 0.40 V is no longer below threshold. If the intrinsic density is scaled from \(10^{10}\) cm⁻³ at 300 K with a fixed gap of 1.12 eV, it becomes \(3.5\times10^{12}\) cm⁻³ and 0.40 V lies roughly at threshold. The electron density is then about \(4\times10^9\) cm⁻², and treating these electrons as a thin sheet at their mean depth in a constant field gives a tail about 12 percent weaker in the limit of large \(r\). At 100 nm the reduction is smaller, because that distance is not yet large compared with the electrical height of the sheet. The field in fact falls with depth, which lets in more electrons and makes the reduction of the far tail somewhat larger, about 15 percent. These figures scale with the square of the intrinsic density, and the fixed gap underestimates it: with about \(5.5\times10^{12}\) cm⁻³, closer to measured silicon at 400 K, 0.40 V is slightly above threshold, the density is about \(10^{10}\) cm⁻² and the far tail is about 30 percent weaker. Halving the tail at 300 K would take \(9\times10^{10}\) cm⁻² in a sheet at the acceptor's depth.

Finally, the mean acceptor spacing at this doping is 100 nm. The tail of one acceptor is thus one contribution among several, and the potentials of the fixed charges add. An acceptor much deeper than 2 nm has a larger \(L\), so its cube law would begin farther out, and for most acceptors in the depletion layer the substrate ends the power law before it is reached. The remaining values are in the numerical output below.

## Computed values

```
Permittivities Si, SiO2 (rough): 11.7, 3.9
Oxide thickness, charge depth: 2.0, 2.0 nm
Interface ratio beta: 0.500
e^2/(4 pi eps0): 1.4400 eV nm
Oxide as equivalent Si thickness: 6.00 nm
Electrical height L: 8.00 nm
Lever arm from Poisson solution: 7.968 nm
Total gate charge / q (k -> 0): -0.9996
Tail constant: 15.753 eV nm^3
Tail constant: 3906.8 hartree bohr^3
Electron energies: r in nm, U in eV
 r=5: gated 1.854e-02, no gate 3.423e-02
   tail law 1.260e-01, local power -1.458
 r=20: gated 1.259e-03, no gate 9.171e-03
   tail law 1.969e-03, local power -2.408
 r=50: gated 1.128e-04, no gate 3.688e-03
   tail law 1.260e-04, local power -2.810
 r=100: gated 1.526e-05, no gate 1.846e-03
   tail law 1.575e-05, local power -2.940
 r=200: gated 1.953e-06, no gate 9.230e-04
   tail law 1.969e-06, local power -2.984
Gate reduces U at 100 nm by factor: 120.9
Tail law within 10 percent beyond: 51.6 nm
Doping: 1.0e+15 cm^-3; surface potential: 0.40 V
Intrinsic density at 300 K (rough): 1.0e+10 cm^-3
Band gap used (rough): 1.12 eV
Mean acceptor spacing: 100 nm
Thermal energy at 300 K: 0.02585 eV
Depletion depth: 719 nm
Field in Si, oxide: 0.0111, 0.0334 MV/cm
300 K: electrons 1.22e+06 cm^-2, depth 23.2 nm
   eta 2.13e-05, tail change -0.004 percent
400 K: electrons 4.07e+09 cm^-2, depth 31.0 nm
   eta 6.75e-02, tail change -12.254 percent
Sheet density halving the tail, 300 K: 8.65e+10 cm^-2
Metal screening length (rough): 0.05 nm
   size of tail change: 15.2 percent
Back plane, change at 100 nm: -0.159 percent
Gate length: 1000 nm, charge at its middle
Source/drain, change at 100 nm: -0.212 percent
Two planes 20 nm apart: decay rate 0.1571 per nm
   pi/gap: 0.1571 per nm
```
